# Spin scaling of the non-interacting kinetic energy and its approximate forms: verification in Python

```python
"""Result under test: the spin-scaling relation of the non-interacting kinetic energy,
    T_s[n_up, n_down] = (T_s[2 n_up] + T_s[2 n_down]) / 2,
and the spin-resolved Thomas-Fermi (TF), Weizsaecker (W) and GGA forms it gives.
n_up, n_down: spin densities; n: their sum; zeta = (n_up - n_down)/n;
s: reduced density gradient; F(s): GGA enhancement factor.
T_s[n] with one argument is the minimum at fixed total density, spins left free.
SI units inside the program; energies are printed in eV."""
import numpy as np
from scipy.constants import hbar, m_e, e, pi
from scipy.optimize import minimize


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- 1. The exact relation on a chain of sites ----------
sites = 12
spacing = 1.0e-10
hop = hbar**2 / (2 * m_e * spacing**2) / e          # eV
# finite-difference kinetic matrix in units of hop
kin = 2 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1)


def spin_channel(potential, count):
    """Density and kinetic energy of the lowest orbitals of one spin."""
    orb = np.linalg.eigh(kin + np.diag(potential))[1][:, :count]
    return (orb**2).sum(axis=1), np.trace(orb.T @ kin @ orb)


def ts_total(density):
    """T_s[n] from the density alone: maximum over v of E(v) - sum(v n).
    E(v) fills the lowest spin orbitals, whatever their spin."""
    count = int(round(density.sum()))

    def negative_dual(v):
        h = np.kron(np.eye(2), kin + np.diag(v))
        levels, vec = np.linalg.eigh(h)
        occ = (vec[:, :count]**2).sum(axis=1)
        found = occ[:sites] + occ[sites:]
        return v @ density - levels[:count].sum(), density - found

    best = minimize(negative_dual, np.zeros(sites), jac=True, method="BFGS",
                    options={"gtol": 1e-7, "maxiter": 3000})
    mismatch = np.max(np.abs(negative_dual(best.x)[1]))
    assert mismatch < 1e-5, "density not reproduced"
    return -best.fun


angle = 2 * pi * np.arange(sites) / sites
chain_up, t_up = spin_channel(0.8 * np.cos(angle), 3)
chain_dn, t_dn = spin_channel(0.8 * np.sin(angle), 1)
t_polarized = t_up + t_dn
t_double_up = ts_total(2 * chain_up)
t_double_dn = ts_total(2 * chain_dn)
t_average = (t_double_up + t_double_dn) / 2
t_free_spin = ts_total(chain_up + chain_dn)
t_wrong_sum = ts_total(chain_up) + ts_total(chain_dn)
# tolerance: the maximization stops at a finite density mismatch
assert close(t_average, t_polarized, 1e-6)
assert t_free_spin < t_polarized * (1 - 1e-3)
assert t_wrong_sum < t_polarized * (1 - 1e-3)

print("CHAIN: 3 up, 1 down electrons,", sites, "sites")
print(f"site spacing = {spacing*1e9:.2f} nm")
print(f"hopping energy hbar^2/(2 m a^2) = {hop:.4f} eV")
print(f"T_s[n_up,n_down] from orbitals = {t_polarized*hop:.5f} eV")
print(f"T_s[2 n_up] from density = {t_double_up*hop:.5f} eV")
print(f"T_s[2 n_down] from density = {t_double_dn*hop:.5f} eV")
print(f"half their sum = {t_average*hop:.5f} eV")
print(f"T_s[n], total density only = {t_free_spin*hop:.5f} eV")
print(f"wrong sum T_s[n_up]+T_s[n_down] = {t_wrong_sum*hop:.5f} eV")

# ---------- 2. Thomas-Fermi form against a plane-wave sum ----------
c_tf = 0.3 * hbar**2 / m_e * (3 * pi**2)**(2 / 3)    # J m^2
box = 1.0e-8
axis = np.arange(-20, 21)**2
k_squared = (axis[:, None, None] + axis[None, :, None] + axis[None, None, :]).ravel()
sphere_up = k_squared[k_squared <= 400]
sphere_dn = k_squared[k_squared <= 100]
num_up, num_dn = len(sphere_up), len(sphere_dn)
num = num_up + num_dn
wave_unit = (2 * pi * hbar / box)**2 / (2 * m_e)
gas_sum = wave_unit * (sphere_up.sum() + sphere_dn.sum())
gas_spin = 2**(2 / 3) * c_tf * (num_up**(5 / 3) + num_dn**(5 / 3)) / box**2
gas_total = c_tf * num**(5 / 3) / box**2
gas_zeta = (num_up - num_dn) / num
zeta_factor = ((1 + gas_zeta)**(5 / 3) + (1 - gas_zeta)**(5 / 3)) / 2
# tolerance: a finite box has discrete shells
assert close(gas_spin, gas_sum, 5e-3)
assert close(gas_total * zeta_factor, gas_spin, 1e-12)
assert gas_total < 0.9 * gas_sum

print("UNIFORM GAS in a periodic box")
print(f"box side = {box*1e9:.1f} nm; N_up = {num_up}; N_down = {num_dn}")
print(f"zeta = {gas_zeta:.4f}; TF zeta factor = {zeta_factor:.4f}")
print(f"plane-wave sum per electron = {gas_sum/num/e:.4f} eV")
print(f"spin-scaled TF per electron = {gas_spin/num/e:.4f} eV")
print(f"total-density TF per electron = {gas_total/num/e:.4f} eV")

# ---------- 3. Harmonic trap: 4 up electrons, 1 down electron ----------
quantum = 1.0 * e
omega = quantum / hbar
length = np.sqrt(hbar / (m_e * omega))
dr = 0.004 * length
r = dr * np.arange(1, 2001)
step = 1e-4 * length


def integral(f):
    """Volume integral of a spherical function."""
    return 4 * pi * dr * np.sum(r**2 * f)


def slope(f):
    return (f(r + step) - f(r - step)) / (2 * step)


def radial_s(x):
    return 2 * pi**-0.25 * length**-1.5 * np.exp(-(x / length)**2 / 2)


def radial_p(x):
    return np.sqrt(2 / 3) * (x / length) * radial_s(x)


def n_up(x):
    return (radial_s(x)**2 + 3 * radial_p(x)**2) / (4 * pi)


def n_dn(x):
    return radial_s(x)**2 / (4 * pi)


def n_all(x):
    return n_up(x) + n_dn(x)


def zeta(x):
    return (n_up(x) - n_dn(x)) / n_all(x)


assert close(integral(n_up(r)), 4, 1e-8)
assert close(integral(n_dn(r)), 1, 1e-8)
pref = hbar**2 / (2 * m_e)
orbital_s = pref * integral(slope(radial_s)**2) / (4 * pi)
orbital_p = pref * integral(slope(radial_p)**2 + 2 * radial_p(r)**2 / r**2) / (4 * pi)
exact_up = orbital_s + 3 * orbital_p
exact_dn = orbital_s
exact = exact_up + exact_dn
# virial theorem: half of the summed oscillator levels
assert close(exact, quantum * (2 * 1.5 + 3 * 2.5) / 2, 1e-6)


def reduced_gradient(f):
    return np.abs(slope(f)) / (2 * (3 * pi**2)**(1 / 3) * f(r)**(4 / 3))


def gga(f, enhancement):
    """Unpolarized GGA functional of a total density."""
    return c_tf * integral(f(r)**(5 / 3) * enhancement(reduced_gradient(f)))


def scaled(f, enhancement):
    """Half of the unpolarized functional at the doubled spin density."""
    return gga(lambda x: 2 * f(x), enhancement) / 2


def spin_gga(f, enhancement):
    """Derived contribution of one spin density."""
    s = np.abs(slope(f)) / (2 * (6 * pi**2)**(1 / 3) * f(r)**(4 / 3))
    return 2**(2 / 3) * c_tf * integral(f(r)**(5 / 3) * enhancement(s))


def weizsaecker(f):
    return hbar**2 / (8 * m_e) * integral(slope(f)**2 / f(r))


def f_tf(s):
    return np.ones_like(s)


def f_w(s):
    return 5 * s**2 / 3


def f_ge2(s):
    return 1 + 5 * s**2 / 27


def f_trial(s):
    return 1 + 0.2 * s**2 / (1 + 0.1 * s**2)


forms = {"TF": f_tf, "W": f_w, "GE2": f_ge2, "trial GGA": f_trial}
result = {}
for name, enhancement in forms.items():
    up, dn = scaled(n_up, enhancement), scaled(n_dn, enhancement)
    assert close(spin_gga(n_up, enhancement), up, 1e-9)
    assert close(spin_gga(n_dn, enhancement), dn, 1e-9)
    result[name] = (up, dn, up + dn, gga(n_all, enhancement))

assert close(weizsaecker(n_up), result["W"][0], 1e-9)
assert close(weizsaecker(n_dn), exact_dn, 1e-6)       # one electron: exact
assert result["W"][0] < exact_up                      # several electrons: lower bound
w_excess = result["W"][2] - result["W"][3]
one_minus_zeta2 = 4 * n_up(r) * n_dn(r) / n_all(r)**2
w_formula = hbar**2 / (8 * m_e) * integral(n_all(r) * slope(zeta)**2 / one_minus_zeta2)
assert close(w_excess, w_formula, 1e-5)
for name in ("TF", "W", "GE2"):
    assert result[name][3] < result[name][2]

at = int(round(length / dr)) - 1
s_single = reduced_gradient(n_up)[at]
s_double = reduced_gradient(lambda x: 2 * n_up(x))[at]
assert close(s_double / s_single, 2**(-1 / 3), 1e-9)
tf_one_unpolarized = gga(n_dn, f_tf)
assert close(result["TF"][1] / tf_one_unpolarized, 2**(2 / 3), 1e-9)

print("HARMONIC TRAP: 4 up, 1 down electrons")
print(f"level spacing = {quantum/e:.2f} eV; oscillator length = {length*1e9:.5f} nm")
print(f"kinetic energy of one s orbital = {orbital_s/e:.5f} eV")
print(f"kinetic energy of one p orbital = {orbital_p/e:.5f} eV")
print(f"exact T_s: up {exact_up/e:.5f}, down {exact_dn/e:.5f} eV")
print(f"exact T_s: sum = {exact/e:.5f} eV = {exact:.5e} J")
for name, (up, dn, both, total) in result.items():
    print(f"{name}: up {up/e:.5f}, down {dn/e:.5f} eV")
    print(f"{name}: spin-scaled sum = {both/e:.5f} eV")
    print(f"{name}: from total density only = {total/e:.5f} eV")
    print(f"{name}: errors, scaled {100*(both/exact-1):.2f} %,"
          f" total-density {100*(total/exact-1):.2f} %")
print(f"W excess from the zeta-gradient formula = {w_formula/e:.5f} eV")
print(f"down electron, TF without spin scaling = {tf_one_unpolarized/e:.5f} eV")
print(f"at r = {r[at]*1e9:.5f} nm: s[n_up] = {s_single:.5f}, s[2 n_up] = {s_double:.5f}")
print(f"ratio s[2 n_up]/s[n_up] = {s_double/s_single:.5f}")
print("finished without a failed check")
```

Printed output:

```
CHAIN: 3 up, 1 down electrons, 12 sites
site spacing = 0.10 nm
hopping energy hbar^2/(2 m a^2) = 3.8100 eV
T_s[n_up,n_down] from orbitals = 5.28458 eV
T_s[2 n_up] from density = 9.04489 eV
T_s[2 n_down] from density = 1.52426 eV
half their sum = 5.28458 eV
T_s[n], total density only = 3.02994 eV
wrong sum T_s[n_up]+T_s[n_down] = 2.34391 eV
UNIFORM GAS in a periodic box
box side = 10.0 nm; N_up = 33401; N_down = 4169
zeta = 0.7781; TF zeta factor = 1.3455
plane-wave sum per electron = 3.3022 eV
spin-scaled TF per electron = 3.3022 eV
total-density TF per electron = 2.4542 eV
HARMONIC TRAP: 4 up, 1 down electrons
level spacing = 1.00 eV; oscillator length = 0.27604 nm
kinetic energy of one s orbital = 0.75000 eV
kinetic energy of one p orbital = 1.25000 eV
exact T_s: up 4.50000, down 0.75000 eV
exact T_s: sum = 5.25000 eV = 8.41143e-19 J
TF: up 4.29290, down 0.67427 eV
TF: spin-scaled sum = 4.96716 eV
TF: from total density only = 4.24211 eV
TF: errors, scaled -5.39 %, total-density -19.20 %
W: up 2.15568, down 0.75000 eV
W: spin-scaled sum = 2.90568 eV
W: from total density only = 2.76574 eV
W: errors, scaled -44.65 %, total-density -47.32 %
GE2: up 4.53242, down 0.75760 eV
GE2: spin-scaled sum = 5.29002 eV
GE2: from total density only = 4.54942 eV
GE2: errors, scaled 0.76 %, total-density -13.34 %
trial GGA: up 4.49793, down 0.74100 eV
trial GGA: spin-scaled sum = 5.23893 eV
trial GGA: from total density only = 4.49708 eV
trial GGA: errors, scaled -0.21 %, total-density -14.34 %
W excess from the zeta-gradient formula = 0.13994 eV
down electron, TF without spin scaling = 0.42476 eV
at r = 0.27604 nm: s[n_up] = 0.18480, s[2 n_up] = 0.14668
ratio s[2 n_up]/s[n_up] = 0.79370
finished without a failed check
```
